# Drift Force and Thermal Energy for an Adatom Under Electromigration: a program that tests the result

```python
"""
Result under test: an adatom of effective charge z*e in a field E at
temperature T has the length xi = kB*T/(z*e*E), which is 2.1 mm for
z = 0.1, E = 500 V/m, T = 1200 K.
Meaning under test: xi = D/v (D diffusion coefficient, v drift speed), and
the two exits at distance d have probabilities in the ratio exp(d/xi).
Model calculations use the lattice period, kB*T and the bare diffusion
coefficient as units. "force" is then force*period/(kB*T).
"""
import numpy as np
from scipy import constants as const


def hop_rates(x_from, x_to, spacing, barrier, force):
    """Rates on a fine grid for diffusion in a tilted cosine potential."""
    def energy(x):
        return -0.5 * barrier * np.cos(2 * np.pi * x) - force * x
    return np.exp(-0.5 * (energy(x_to) - energy(x_from))) / spacing**2


def ring_generator(points, barrier, force, phase=0.0):
    """Master-equation matrix for one period, with a Bloch phase."""
    h = 1.0 / points
    x = np.arange(points) * h
    right = hop_rates(x, x + h, h, barrier, force)
    left = hop_rates(x, x - h, h, barrier, force)
    matrix = np.zeros((points, points), dtype=complex)
    for i in range(points):
        matrix[i, i] -= right[i] + left[i]
        wrap_right = np.exp(-1j * phase) if i == points - 1 else 1.0
        wrap_left = np.exp(1j * phase) if i == 0 else 1.0
        matrix[(i + 1) % points, i] += right[i] * wrap_right
        matrix[(i - 1) % points, i] += left[i] * wrap_left
    return matrix, right, left


def diffusion_coefficient(barrier, points=120, wave_number=0.05):
    """Decay rate of a long density wave divided by wave number squared."""
    matrix, _, _ = ring_generator(points, barrier, 0.0, wave_number)
    return -np.max(np.linalg.eigvals(matrix).real) / wave_number**2


def drift_speed(barrier, force, points=120):
    """Stationary probability flux times the period."""
    matrix, right, left = ring_generator(points, barrier, force)
    system = matrix.real.copy()
    system[-1, :] = 1.0
    source = np.zeros(points)
    source[-1] = 1.0
    p = np.linalg.solve(system, source)
    return p[0] * right[0] - p[1] * left[1]


def exit_probabilities(barrier, force, loss_rate, half_points=200):
    """Start at 0; exits at +1 and -1; loss_rate removes the walker."""
    h = 1.0 / half_points
    x = np.arange(-half_points + 1, half_points) * h
    right = hop_rates(x, x + h, h, barrier, force)
    left = hop_rates(x, x - h, h, barrier, force)
    system = (np.diag(right + left + loss_rate)
              - np.diag(right[:-1], 1) - np.diag(left[1:], -1))
    sources = np.zeros((len(x), 2))
    sources[-1, 0] = right[-1]
    sources[0, 1] = left[0]
    return np.linalg.solve(system, sources)[half_points - 1]


def row_coverage(sites, particles, force):
    """Exact mean occupations, fixed particle number, one per site."""
    weight = np.exp(force * np.arange(sites))

    def partial_sums(weights):
        table = np.zeros((sites + 1, particles + 1))
        table[0, 0] = 1.0
        for i, w in enumerate(weights):
            table[i + 1] = table[i]
            table[i + 1, 1:] += w * table[i, :-1]
        return table
    before = partial_sums(weight)
    after = partial_sums(weight[::-1])
    total = before[sites, particles]
    return np.array([
        weight[i] * np.dot(before[i, :particles],
                           after[sites - 1 - i, :particles][::-1]) / total
        for i in range(sites)])


# ---- Einstein relation: xi = D/v in a corrugated potential ----
test_barrier, test_force = 6.0, 0.02
d_model = diffusion_coefficient(test_barrier)
v_model = drift_speed(test_barrier, test_force)
einstein_ratio = (d_model / v_model) * test_force
assert d_model < 0.1  # the corrugation really slows diffusion
assert abs(einstein_ratio - 1) < 1e-3  # finite wave length and force

# ---- Exit bias, for weak and strong force ----
for f in (0.02, 1.0):
    p_plus, p_minus = exit_probabilities(test_barrier, f, 0.0)
    assert abs(p_plus + p_minus - 1) < 1e-7
    assert abs((p_plus - p_minus) - np.tanh(f / 2)) < 1e-7

# ---- Survival against desorption; diffusion length in half-widths ----
for length in (0.7, 2.0):
    survival = exit_probabilities(0.0, 0.0, 1 / length**2).sum()
    assert abs(survival - 1 / np.cosh(1 / length)) < 1e-4

# ---- Site blocking reduces the logarithmic slope by 1 - coverage ----
row_force = 0.005
theta = row_coverage(200, 40, row_force)
assert abs(theta.sum() - 40) < 1e-8
log_slope = (np.log(theta[101]) - np.log(theta[99])) / 2
blocking_ratio = log_slope / (row_force * (1 - theta[100]))
assert abs(blocking_ratio - 1) < 0.02  # finite row: order 1/200

# ---- Worked example ----
charge_number, field, temperature = 0.1, 500.0, 1200.0
thermal = const.k * temperature                 # J
force = charge_number * const.e * field         # N
xi = thermal / force                            # m
thermal_mev = thermal / const.e * 1e3
force_mev_mm = force / const.e                  # eV/m equals meV/mm
voltage = field * xi
assert round(xi * 1e3, 1) == 2.1

hop, terrace = 0.384e-9, 100e-9                 # m, rough
hop_bias = np.tanh(hop / (2 * xi))
terrace_bias = np.tanh(terrace / (4 * xi))

coverage = 0.2                                  # rough
blocked_length = xi / (1 - coverage)
diffusion_length = 20e-6                        # m, rough
drift_before_desorption = diffusion_length**2 / xi
lost = 1 - 1 / np.cosh(terrace / (2 * diffusion_length))
heat_of_transport, gradient = 1000.0, 1.0       # meV, K/mm, rough
thermal_force = heat_of_transport * gradient / temperature
temperature_error = 20.0                        # K
weak_charge = 0.01
xi_weak = thermal / (weak_charge * const.e * field)
assert drift_before_desorption < 0.01 * xi

print("INPUTS")
print(f"effective charge: {charge_number:.1f} e")
print(f"field: {field:.0f} V/m = {field / 100:.0f} V/cm")
print(f"temperature: {temperature:.0f} K")
print("MAIN RESULT")
print(f"Boltzmann constant: {const.k / const.e * 1e3:.6f} meV/K")
print(f"thermal energy: {thermal_mev:.1f} meV")
print(f"drift force: {force_mev_mm:.1f} meV/mm")
print(f"length xi: {xi * 1e3:.3f} mm")
print(f"length xi, two figures: {xi * 1e3:.1f} mm")
print(f"voltage across xi: {voltage:.3f} V")
print(f"charge times voltage: {charge_number * voltage * 1e3:.1f} meV")
print("BIAS")
print(f"hop length (rough): {hop * 1e9:.3f} nm")
print(f"bias per hop: {hop_bias:.2e}")
print(f"terrace width (rough): {terrace * 1e9:.0f} nm")
print(f"exit bias from mid-terrace: {terrace_bias:.2e}")
print("NEGLECTED EFFECTS")
print(f"adatom coverage (rough): {coverage:.1f}")
print(f"coverage e-folding length: {blocked_length * 1e3:.2f} mm")
print(f"its increase over xi: {100 * (blocked_length / xi - 1):.0f} %")
print(f"diffusion length (rough): {diffusion_length * 1e6:.0f} um")
print(f"drift before desorption: {drift_before_desorption * 1e6:.2f} um")
print(f"fraction desorbed from mid-terrace: {lost:.1e}")
print(f"heat of transport (rough): {heat_of_transport:.0f} meV")
print(f"temperature gradient (rough): {gradient:.0f} K/mm")
print(f"thermal-gradient force: {thermal_force:.2f} meV/mm")
print(f"its share of drift force: {100 * thermal_force / force_mev_mm:.1f} %")
print(f"temperature error considered: {temperature_error:.0f} K")
print(f"resulting error of xi: {100 * temperature_error / temperature:.1f} %")
print(f"xi for charge {weak_charge:.2f} e: {xi_weak * 1e3:.1f} mm")
print("MODEL TESTS")
print(f"corrugation in test: {test_barrier:.0f} kB*T")
print(f"D over bare D in test: {d_model:.4f}")
print(f"(D/v)/(kB*T/F) in test: {einstein_ratio:.5f}")
print(f"blocking slope, count/formula: {blocking_ratio:.4f}")
print("all assertions hold")
```

Output:

```
INPUTS
effective charge: 0.1 e
field: 500 V/m = 5 V/cm
temperature: 1200 K
MAIN RESULT
Boltzmann constant: 0.086173 meV/K
thermal energy: 103.4 meV
drift force: 50.0 meV/mm
length xi: 2.068 mm
length xi, two figures: 2.1 mm
voltage across xi: 1.034 V
charge times voltage: 103.4 meV
BIAS
hop length (rough): 0.384 nm
bias per hop: 9.28e-08
terrace width (rough): 100 nm
exit bias from mid-terrace: 1.21e-05
NEGLECTED EFFECTS
adatom coverage (rough): 0.2
coverage e-folding length: 2.59 mm
its increase over xi: 25 %
diffusion length (rough): 20 um
drift before desorption: 0.19 um
fraction desorbed from mid-terrace: 3.1e-06
heat of transport (rough): 1000 meV
temperature gradient (rough): 1 K/mm
thermal-gradient force: 0.83 meV/mm
its share of drift force: 1.7 %
temperature error considered: 20 K
resulting error of xi: 1.7 %
xi for charge 0.01 e: 20.7 mm
MODEL TESTS
corrugation in test: 6 kB*T
D over bare D in test: 0.0420
(D/v)/(kB*T/F) in test: 0.99978
blocking slope, count/formula: 1.0050
all assertions hold
```
